# Finding Ghost States of an Ultrasoft Pseudopotential in a Bessel Basis

A pseudopotential for a model atom is diagonalized in spherical Bessel functions. With wave numbers up to 80 nm⁻¹ the lowest p level comes out at −12.29 eV. The all-electron level is −12.47 eV, so the calculation looks nearly converged. With wave numbers up to 120 nm⁻¹ the lowest level is −126.8 eV, and at 600 nm⁻¹ it has settled at −468.16 eV. The all-electron atom has no such level.

The level at −468.16 eV is a ghost: an eigenvalue of the pseudo-problem with no all-electron counterpart. Two basis functions are enough to see how a ghost arises and how a small basis conceals it.

## A ghost made by hand

Take a local Hamiltonian with two levels, $H_0=\mathrm{diag}(h_1,h_2)$, in arbitrary energy units. We want the vector $\tilde u=(1,1)^T$ to be a state at energy $\varepsilon=0$. It is not an eigenvector of $H_0$; its defect is

$$\chi=(\varepsilon-H_0)\tilde u=-(h_1,h_2)^T .$$

Define $B=\tilde u^T\chi=-(h_1+h_2)$, assumed nonzero, and $\beta=\chi/B$, so that $\beta^T\tilde u=1$. Add a correction to $H_0$ and, with a number $q>0$, to the overlap:

$$H=H_0+B\,\beta\beta^T,\qquad S=1+q\,\beta\beta^T .$$

Then $H\tilde u=H_0\tilde u+\chi=0$, as wanted. To find the other level, put $g=h_1h_2/(h_1+h_2)$. Since $B\beta\beta^T=\chi\chi^T/B$,

$$H_{11}=h_1-\frac{h_1^2}{h_1+h_2}=g,\qquad H_{12}=-\frac{h_1h_2}{h_1+h_2}=-g,\qquad H_{22}=g .$$

The levels of the pencil $(H,S)$ solve $\det(H-ES)=0$:

$$(g-ES_{11})(g-ES_{22})-(g+ES_{12})^2=E^2\det S-gE\,(S_{11}+S_{22}+2S_{12})=0 .$$

The last bracket is $\tilde u^TS\tilde u=2+q$, and $\det S=1+q\beta^T\beta$. One root is $E=0$; the other is

$$E_{\rm other}=\frac{g\,(2+q)}{1+q\,\beta^T\beta}.$$

Its sign is that of $g$. It is therefore negative, a ghost below the intended state, in two cases:

- Both local levels are negative. For $h=(-3,-1)$ and $q=1.6$, $g=-0.75$ and $\beta^T\beta=10/16$, so $E_{\rm other}=-0.75\times3.6/2=-1.35$.
- One local level is negative and $B<0$. For $h=(-1,3)$ and $q=1.6$, $g=-1.5$ and $\beta^T\beta=10/4$, so $E_{\rm other}=-1.5\times3.6/5=-1.08$.

In the first case the correction is repulsive ($B=4$), but one projector can lift only one of the two low local levels out of the way. In the second the correction is attractive and pulls down a state although a low one is already there.

Now use a basis with the single function $\tilde u$. Its energy is $\tilde u^TH\tilde u/\tilde u^TS\tilde u=0$, the intended value, and no ghost is seen. The second function reveals it. A basis can thus represent the wanted state well and still miss a lower one.

## The radial pencil

For the atom, write $u(r)$ for $r$ times the radial function, and $C=\hbar^2/2m=0.0381$ eV nm². All functions are real. In the p channel

$$T=-C\left(\frac{d^2}{dr^2}-\frac{2}{r^2}\right),\qquad u(0)=u(R)=0,$$

with a hard wall at $R$. The model potential is fixed, without self-consistency, spin or relativity:

$$V(r)=-\frac{e^2}{4\pi\epsilon_0 r}\left[1+(Z-1)e^{-r/a}\right],\qquad Z=7,\quad a=0.03\ \text{nm}.$$

For $R=0.8$ nm its lowest p level is $\varepsilon=-12.4713$ eV ($-1.998\times10^{-18}$ J), with normalized function $u$. There is no p core state, so this must also be the lowest pseudo level.

Inside $r_c=0.08$ nm, replace $u$ by $\tilde u=r^2(c_0+c_1r^2+c_2r^4+c_3r^6)$, matching the value and three derivatives at $r_c$; outside, $\tilde u=u$. Replace $V$ inside by an even polynomial of degree four, matching the value and two derivatives, minus an adjustable well $A(1-r^2/r_c^2)^3$. This defines $V_{\rm loc}$ and $H_0=T+V_{\rm loc}$.

As before, $\chi=(\varepsilon-H_0)\tilde u$, $B=\langle\tilde u|\chi\rangle$ and $\beta=\chi/B$. Outside $r_c$ nothing was changed, so $\chi=0$ there. The missing charge and the pencil are

$$q=\int_0^{r_c}(u^2-\tilde u^2)\,dr,\qquad H=H_0+D|\beta\rangle\langle\beta|,\qquad S=1+q|\beta\rangle\langle\beta|,\qquad D=B+\varepsilon q .$$

The term $\varepsilon q$ in $D$ cancels the overlap term at the reference energy:

$$(H-\varepsilon S)\tilde u=(H_0-\varepsilon)\tilde u+B\beta\langle\beta|\tilde u\rangle=-\chi+\chi=0 .$$

Here $q=0.65727-0.43153=0.22574$. The eigenvalues of $S$ are 1 and $1+q\langle\beta|\beta\rangle$; for $A=0$ the latter is 1.652. Positive $q$ guarantees $S\ge1$. If $q$ is negative and $1+q\langle\beta|\beta\rangle\le0$, the counting below does not apply and the potential must be rebuilt.

### What the charge does

Let a dot denote $\partial/\partial E$. Differentiating the all-electron equation $(T+V-E)u=0$ gives $(T+V-E)\dot u=u$. Multiply this by $u$, subtract $\dot u$ times the original equation, and integrate to $r_c$. The potential terms cancel, leaving

$$-C\,[u\dot u'-\dot u u']_{r_c}=\int_0^{r_c}u^2dr
\quad\Rightarrow\quad
C\,u(r_c)^2\,\frac{\partial}{\partial E}\frac{u'}{u}\bigg|_{r_c}=-\int_0^{r_c}u^2dr ,$$

because $\partial_E(u'/u)=(u\dot u'-\dot uu')/u^2$. For the pencil, differentiation gives $(H-ES)\dot w=Sw$. The symmetric projector terms cancel on the left, and the right side at $\varepsilon$ becomes $\int_0^{r_c}\tilde u^2dr+q=\int_0^{r_c}u^2dr$. The logarithmic derivative at $r_c$ thus agrees with the all-electron one in value and first energy derivative. Differences begin, in general, at second order in $E-\varepsilon$.

## Counting ghosts without finding them

The two-function result generalizes. Let $N_{\rm loc}$ be the number of levels of $H_0$ below $\varepsilon$, and let $\theta(B)$ be 1 for $B>0$ and 0 for $B<0$. Consider, for a function $x$ with $x(0)=x(R)=0$ and a real number $y$, the quadratic form

$$M(x,y)=\langle x|H_0-\varepsilon|x\rangle+2y\langle x|\chi\rangle-By^2 .$$

Completing the square in $y$ gives

$$M=\langle x|H_0-\varepsilon|x\rangle+\frac{\langle\chi|x\rangle^2}{B}-B\left(y-\frac{\langle\chi|x\rangle}{B}\right)^2 .$$

The first two terms are $\langle x|H-\varepsilon S|x\rangle$, since $D-\varepsilon q=B$ and $B\beta\beta^T=\chi\chi^T/B$. The last square is negative when $B>0$. So $M$ has as many negative directions as $H-\varepsilon S$, plus $\theta(B)$.

Now complete the square in $x$ instead. With $\chi=-(H_0-\varepsilon)\tilde u$ and $\langle\tilde u|H_0-\varepsilon|\tilde u\rangle=-B$,

$$M=\langle x-y\tilde u|H_0-\varepsilon|x-y\tilde u\rangle+By^2-By^2 .$$

This has $N_{\rm loc}$ negative directions. The number of negative directions does not depend on how the squares are arranged, so $H-\varepsilon S$ has $N_{\rm loc}-\theta(B)$ of them.

For positive $S=LL^T$ we can write $H-\varepsilon S=L\,(L^{-1}HL^{-T}-\varepsilon)\,L^T$. The invertible factor $L$ preserves the number of negative directions, and the matrix in brackets has the pencil levels minus $\varepsilon$ as eigenvalues. Hence

$$N_{\rm ghost}(E<\varepsilon)=N_{\rm loc}-\theta(B).$$

The conditions are $S>0$, $B\ne0$, one projector, $\tilde u(R)=0$, and $\varepsilon$ the lowest all-electron level of a channel without core states. The formula says nothing about ghosts above $\varepsilon$.

$N_{\rm loc}$ needs no diagonalization: it is the number of nodes in $0<r<R$ of the regular solution of $(H_0-\varepsilon)v=0$. The comparison with the pencil is therefore a real test:

| $A$ (eV) | $B$ (eV) | $N_{\rm loc}$ | formula | pencil |
|---:|---:|---:|---:|---:|
| 0 | −12.47 | 0 | 0 | 0 |
| 100 | −4.40 | 0 | 0 | 0 |
| 200 | 3.67 | 1 | 0 | 0 |
| 500 | 27.88 | 1 | 0 | 0 |
| 1000 | 68.23 | 2 | 1 | 1 |
| 1500 | 108.58 | 2 | 1 | 1 |

The potential of the opening paragraph has $A=1500$ eV. Its local part has two levels below $\varepsilon$, and the single projector removes one.

The table steps over a second danger. $B$ is linear in $A$, because $A$ enters $\chi$ linearly. Its slope is $(3.67+4.40)/100=0.0807$, so $B$ vanishes at $A\approx12.47/0.0807\approx155$ eV. There the mean value of $H_0$ in $\tilde u$ equals $\varepsilon$. Since $\tilde u$ is not an eigenfunction of $H_0$, the lowest local level lies strictly below that mean. For $A$ just below this zero of $B$, therefore, $N_{\rm loc}\ge1$ while $B<0$, and there is at least one ghost. This is the second case of the two-function model. At $A=150$ eV this ghost lies at −14.00 eV. On either side of the window the extra level does not vanish but sits above $\varepsilon$, where the formula gives zero: at −11.12 eV for $A=140$ eV and at −11.77 eV for $A=156$ eV. A coarse scan of a parameter does not certify the values between its points.

## The Bessel basis

The basis functions are $b_n=N_n\,r\,j_1(k_nr)$ with $j_1(k_nR)=0$. They are eigenfunctions of $T$ with eigenvalues $Ck_n^2$ and are therefore orthogonal. For the norm, apply the energy-derivative identity above to $w=rj_1(kr)$ with $E=Ck^2$, integrating to $R$, where $w=0$:

$$\int_0^Rw^2dr=C\dot w\,w'\big|_R
=C\,\frac{R^2j_1'(kR)}{2Ck}\,kR\,j_1'(kR)=\frac{R^3}{2}\,j_1'(kR)^2 .$$

From $j_1'(x)=j_1(x)/x-j_2(x)$, at a zero of $j_1$ we have $j_1'^2=j_2^2$, and so $N_n=\sqrt{2/R^3}/|j_2(k_nR)|$. With $p_n=\int_0^{r_c}b_n\beta\,dr$,

$$H_{mn}=Ck_n^2\delta_{mn}+\int_0^Rb_mV_{\rm loc}b_n\,dr+D\,p_mp_n,\qquad S_{mn}=\delta_{mn}+q\,p_mp_n .$$

All functions with $k_n\le k_c$ are kept. Their spacing is about $\pi/R$, so the number is about $k_cR/\pi$; for $k_c=600$ nm⁻¹ and $R=0.8$ nm it is 152. At fixed cutoff, a larger sphere costs proportionally more functions.

## Convergence with cutoff

For positive $S$, the $j$-th level is the minimum, over all $j$-dimensional trial spaces, of the largest value of $\langle x|H|x\rangle/\langle x|S|x\rangle$ in that space. Raising $k_c$ at fixed $R$ only adds trial spaces, so no ordered level can rise. The number of levels below a fixed energy can grow but not shrink. Provided the integrals are accurate, a ghost found below $\varepsilon$ is therefore real, whereas finding none at a low cutoff proves little.

The errors below are relative to the all-electron level $\varepsilon$.

| $k_c$ (nm⁻¹) | error, $A=0$ (eV) | lowest level, $A=1500$ eV (eV) |
|---:|---:|---:|
| 60 | 2.30 | −10.85 |
| 80 | 0.228 | −12.29 |
| 120 | 0.0085 | −126.8 |
| 200 | 0.00023 | −454.0 |
| 600 | $8\times10^{-8}$ | −468.16 |

At 80 nm⁻¹ the defective potential is 0.18 eV from the correct level and the sound one 0.23 eV. Agreement of the lowest level with the all-electron value at a single cutoff is thus no evidence of soundness. The ghost passes below $\varepsilon$ between 80 and 120 nm⁻¹, where the kinetic cutoff $Ck_c^2$ rises from 244 to 549 eV.

The truncation error of an identified level can be estimated. Let $P$ denote the kept functions, $Q$ the omitted ones, and $G(E)=H-ES$. The exact equations for the components $x_P,x_Q$ are

$$G_{PP}x_P+G_{PQ}x_Q=0,\qquad G_{QP}x_P+G_{QQ}x_Q=0 .$$

The second gives $x_Q=-G_{QQ}^{-1}G_{QP}x_P$. Insert this in the first and multiply from the left by the truncated eigenvector $c$, which has energy $E_N$ and $c^TS_{PP}c=1$. To leading order $x_P=c$, and $c^TG_{PP}(E)c=E_N-E$. Therefore

$$E_N-E\simeq \rho^T\,[G_{QQ}(E_N)]^{-1}\rho,\qquad \rho=G_{QP}(E_N)\,c .$$

Replacing $E$ by $E_N$ on the right changes the result at higher order. For $A=0$ and $k_c=120$ nm⁻¹ the estimate is 8.469 meV. The actual drop to the 600 nm⁻¹ basis is 8.475 meV. The estimate presumes a small error, and a small value does not exclude a hidden ghost. For $A=1500$ eV and $k_c=80$ nm⁻¹ it is about 0.16 eV, close to the 0.18 eV that separates the lowest level from $\varepsilon$, yet with more functions the lowest level drops by 456 eV. The matrix $G_{QQ}(E_N)$ does give a warning here: it has a negative eigenvalue, so some combination of the omitted functions alone has an energy below $E_N$. For $A=0$ at the same cutoff all its eigenvalues are positive.

The all-electron reference should not come from this basis at a modest cutoff: at 120 nm⁻¹ its error would be 2.4 eV, and at 600 nm⁻¹ still 5 meV. The reference levels here were computed variationally in polynomials.

## Convergence with radius

Let the wall move, with $R>r_c$. Differentiating $(H-ES)u=0$ with respect to $R$ at fixed $r$ gives $(H-ES)\,\partial_Ru=E'(R)\,Su$. Multiply by $u$ and integrate. Two integrations by parts move $H-ES$ onto $u$, where it gives zero, and leave a boundary term:

$$-C\,[u\,\partial_Ru'-u'\,\partial_Ru]_{r=R}=C\,u'(R)\,\partial_Ru(R)=E'(R)\,\langle u|S|u\rangle .$$

The condition $u(R;R)=0$ holds for every $R$, so its total derivative vanishes: $u'(R)+\partial_Ru(R)=0$. Hence

$$\frac{dE}{dR}=-\frac{\hbar^2}{2m}\,\frac{u'(R)^2}{\langle u|S|u\rangle}.$$

Every level falls as the sphere grows, at a rate set by its slope at the wall. For the second level at $R=0.8$ nm with $A=0$ the formula gives −0.4236 eV/nm, and finite differences give −0.4238 eV/nm.

| $R$ (nm) | AE level 1 (eV) | AE level 2 (eV) | pseudo − AE, level 2 (eV) | ghost (eV) |
|---:|---:|---:|---:|---:|
| 0.25 | −12.3695 | 7.369 | 0.478 | −468.158 |
| 0.4 | −12.4702 | −0.666 | 0.063 | −468.158 |
| 0.8 | −12.4713 | −2.554 | 0.015 | −468.158 |

Neglecting the potential outside $r_c$, the ghost decays over $\sqrt{C/468\ \text{eV}}\approx0.009$ nm and does not feel these walls. But the genuine lowest level also stops moving, so insensitivity to $R$ does not identify a ghost. The second level is extended and keeps moving. Its error grows in small spheres. Apply the energy-derivative identity inside and outside $r_c$: the inner logarithmic derivative changes with energy as $-\int_0^{r_c}u^2dr/[C\,u(r_c)^2]$ and the outer one as $+\int_{r_c}^Ru^2dr/[C\,u(r_c)^2]$. A small mismatch $\delta L$ of the inner logarithmic derivative therefore shifts a normalized level by $\delta E\simeq C\,u(r_c)^2\,\delta L$. The mismatch starts at order $(E-\varepsilon)^2$, but from $R=0.8$ to 0.4 nm that quantity grows only by a factor 1.4 while the error grows by about 4. A quadratic term with a fixed prefactor thus does not explain the growth. The rest comes from two sources: the factor $u(r_c)^2$, which depends on how the state is confined, grows by 2.2, and higher orders raise $\delta L/(E-\varepsilon)^2$ by 1.3. The estimate gives 0.014 and 0.057 eV at $R=0.8$ and 0.4 nm, near the tabulated errors; at 0.25 nm the mismatch is no longer small and it gives 0.27 eV instead of 0.478 eV. That is limited transferability, not a ghost: the number of levels stays right.

The wall also exposes the role of $q$. At $R=0.25$ nm the all-electron level 1 has risen by 0.1018 eV, and the pencil reproduces it to $4\times10^{-5}$ eV. If $q$ is set to zero in both $H$ and $S$, the slope at the wall is unchanged to leading order, but the norm falls from 1 to $1-q=0.774$. The predicted rise is $0.1018/0.774=0.1315$ eV, an error of 0.030 eV; the computed error is 0.031 eV.

## The method in general

For angular momentum $l$, replace $2/r^2$ by $l(l+1)/r^2$, the prefactor $r^2$ of $\tilde u$ inside $r_c$ by $r^{l+1}$, $j_1$ by $j_l$, and $j_2$ in $N_n$ by $j_{l+1}$. Several projectors turn $D$ and $q$ into matrices; diagonalization and counting then work unchanged, but the one-projector ghost formula does not apply as it stands.

1. Compute all-electron levels in the sphere by an independent method, and discard the core levels of the channel.
2. Build $H$ and $S$, and check that the smallest eigenvalue of $S$ is positive.
3. Diagonalize the pencil at increasing $k_c$ until every level in the energy window, and the number of levels below it, is stable. Then continue to a much higher cutoff, because a localized ghost can appear late.
4. Count both sets of levels below energies midway between neighbouring all-electron levels. A surplus signals a ghost.
5. Repeat for another $R$. With one projector, compare the count below $\varepsilon$ with $N_{\rm loc}-\theta(B)$, using an $R$ at which $\varepsilon$ is a level.

For $R=0.8$ nm the first three all-electron levels are −12.47, −2.55 and −0.17 eV. The midpoints are −7.51 and −1.36 eV, with one and two all-electron levels below them. The potential with $A=0$ has levels −12.47, −2.54 and −0.14 eV and gives the same counts. The one with $A=1500$ eV has −468.16, −12.47, −2.68 and −0.39 eV and gives two and three: one surplus level at each midpoint.

Counting at midpoints tolerates transferability errors smaller than half a gap. A larger error can mimic a ghost or a missing level. A surplus at one midpoint alone therefore calls for a closer look, for instance at how the logarithmic derivative varies with energy; a surplus that persists through successive midpoints is the mark of an extra state. The conclusion covers only the channel and the energy window examined. Nor do stable counts over a finite range of cutoffs exclude a ghost: for $A=1000$ eV the lowest level changes by less than 0.05 eV between 95 and 112 nm⁻¹, and the count below −7.51 eV stays at the correct value of one, although the converged problem has two levels there. Other signs do show in this range: the second level falls from −2.59 to −3.77 eV, and the lowest slips below $\varepsilon$, to −12.49 eV at 112 nm⁻¹, which by the variational bound already proves a ghost. Below $\varepsilon$, the one-projector formula closes that gap, because it does not rely on the Bessel cutoff. The numerical check below contains the remaining cutoffs, well depths and radii.

## Calculated quantities

```
hbar^2/2m = 0.038100 eV nm^2; e^2/(4 pi eps0) = 1.439965 eV nm
Z = 7; a = 0.03 nm; r_c = 0.08 nm; R = 0.8 nm
reference level eps = -12.471279 eV = -1.99812e-18 J
charge inside r_c: AE 0.65727, pseudo 0.43153, q 0.22574
basis: 152 functions up to 600 nm^-1
smallest, largest eigenvalue of S (A=0): 1.0000, 1.6521
level: AE | pseudo A=0 | pseudo A=1500 eV  (eV)
  1: -12.47128 | -12.47128 | -468.15808
  2: -2.55368 | -2.53874 | -12.47128
  3: -0.16655 | -0.14124 | -2.67546
  4: 3.36640 | 3.42658 | -0.39420
well A (eV): B (eV), local levels below eps, ghosts by formula, by pencil
  0: -12.4740, 0, 0, 0
  100: -4.4040, 0, 0, 0
  200: 3.6661, 1, 0, 0
  300: 11.7362, 1, 0, 0
  500: 27.8764, 1, 0, 0
  1000: 68.2268, 2, 1, 1
  1500: 108.5773, 2, 1, 1
cutoff (nm^-1), (eV): AE error, A=0 error (eV); A=1500 lowest (eV), ghosts
  30, 34.3: 8.345e+00, 7.821e+00; -4.9017, 0
  40, 61.0: 7.881e+00, 6.604e+00; -6.4224, 0
  60, 137.2: 6.517e+00, 2.303e+00; -10.8456, 0
  80, 243.8: 5.016e+00, 2.282e-01; -12.2942, 0
  120, 548.6: 2.406e+00, 8.475e-03; -126.8347, 1
  200, 1524.0: 5.760e-01, 2.275e-04; -453.9892, 1
  300, 3429.0: 1.239e-01, 9.293e-06; -468.1523, 1
  600, 13715.9: 5.309e-03, 8.365e-08; -468.1581, 1
truncation at 120 nm^-1: estimate 8.46875e-03 eV, actual 8.47468e-03 eV
dE2/dR at R=0.8 nm: formula -0.42360, difference -0.42378 eV/nm
R (nm): AE E1, pseudo-AE E1, AE E2, pseudo-AE E2, ghost A=1500 (eV)
  0.25: -12.369509, 3.61e-05, 7.36921, 4.78e-01, -468.15808
  0.3: -12.448221, 1.90e-06, 2.93073, 2.01e-01, -468.15808
  0.4: -12.470205, 9.34e-08, -0.66634, 6.30e-02, -468.15808
  0.6: -12.471277, 8.16e-08, -2.30915, 2.12e-02, -468.15808
  0.8: -12.471279, 8.37e-08, -2.55368, 1.49e-02, -468.15808
R=0.25 nm: AE confinement shift 0.101770 eV
  pseudo error with q 3.605e-05 eV, with q=0 3.076e-02 eV
```
